# Potential drop inside a metal contact on silicon

## Problem

A flat metal contact fills the half-space $x>0$, and n-type silicon fills $x<0$. In the silicon beside the interface the electric field is $F=1$ MV/cm and points towards the metal. The relative permittivity of silicon is $\varepsilon_s=11.7$. The metal screens static fields with a Thomas-Fermi length $L=0.5$ Å.

How large is the electrostatic potential at the metal surface, measured from the deep interior of the metal? What does it do to the conduction-band edge of silicon at the interface?

Take the screening to be linear and local, let the metal's ion cores have background permittivity 1, and let the interface carry no charge of its own. Each of these conditions is relaxed below.

## A tempting solution

A metal screens exponentially. If the field is $F$ at the interface, then inside the metal it is $Fe^{-x/L}$, and the potential drop is

$$
\int_0^\infty F e^{-x/L}\,dx = FL .
$$

Since 1 MV/cm is 0.01 V/Å, this gives $0.01\times0.5=0.005$ V, which looks negligible beside a barrier of several tenths of a volt.

The exponential and the integral are sound. The fault is the starting value: the field just inside the metal is not the field in the silicon. Silicon is polarized by $P=(\varepsilon_s-1)\varepsilon_0F$, directed towards the metal, so its surface carries a positive bound charge $P$ per area. Crossing that charge raises the field by $P/\varepsilon_0=(\varepsilon_s-1)F$, from $F$ to $\varepsilon_sF$.

## Correct solution

**Field at the metal surface.** Gauss's law for free charge says that the normal component of $\varepsilon_0\varepsilon E$ is continuous when the interface has no free charge. With permittivity 1 on the metal side,

$$
\varepsilon_0F_m=\varepsilon_0\varepsilon_sF,\qquad F_m=\varepsilon_sF=11.7\ \text{MV/cm}.
$$

**Screening.** Let $\phi(x)$ be the potential relative to the deep metal, and let the electron charge be $-e$. Where $\phi>0$, the electron levels lie lower by $e\phi$. The Fermi level is constant in equilibrium, so levels in an energy range $e\phi$ become filled in addition. If $g$ is the density of states per volume and energy at the Fermi level, the excess electron density is, to first order, $\delta n=g\,e\phi$. The charge density is $-e\,\delta n$, and Poisson's equation becomes

$$
\phi''=-\frac{(-e\,\delta n)}{\varepsilon_0}=\frac{e^2g}{\varepsilon_0}\phi=\frac{\phi}{L^2},
\qquad L^2=\frac{\varepsilon_0}{e^2g}.
$$

The general solution is $Ae^{-x/L}+Be^{x/L}$. The potential vanishes deep in the metal, so $B=0$. At the surface $F_m=-\phi'(0)=A/L$, hence $A=F_mL$ and

$$
\boxed{\phi(0)=\varepsilon_sFL}
$$

In numbers, $F_m=0.117$ V/Å and

$$
\phi(0)=0.117\times0.5=0.0585\ \text{V}\approx0.06\ \text{V}.
$$

The sign is positive: a field pointing into the metal draws electrons to its surface, and the potential falls towards the interior. An ideal conductor is the limit $L\to0$, where the drop vanishes.

**Effect on the band edge.** An electron at the interface has its energy changed by $-e\phi(0)$. At fixed $F$ and fixed interface dipole, the conduction-band edge there lies 0.0585 eV lower, relative to the metal's Fermi level, than it would at an ideal conductor. If nothing else changed, the thermionic current from the metal over this edge at 300 K, where $k_BT=0.02585$ eV, would rise by a factor of $e^{0.0585/0.02585}\approx9.6$.

## The drop as a charge depth

The same result follows from where the screening charge sits. Integrating by parts,

$$
\int_0^\infty x\phi''\,dx=\big[x\phi'\big]_0^\infty-\int_0^\infty\phi'\,dx=\phi(0),
\qquad \int_0^\infty\phi''\,dx=-\phi'(0)=F_m .
$$

Because $\phi''=e\,\delta n/\varepsilon_0$, dividing the first integral by the second gives

$$
\phi(0)=F_m\bar x,\qquad
\bar x=\frac{\int_0^\infty x\,\delta n\,dx}{\int_0^\infty\delta n\,dx}.
$$

This needs no linear screening. It needs charge that lies in $x>0$ and decays into the metal, with a uniform background permittivity there. For the exponential profile $\bar x=L$. The total screening charge is $\varepsilon_0F_m=1.04$ µC/cm², or $6.5\times10^{12}$ electrons per cm². The drop is therefore that of a capacitor with this charge and a gap of half an ångström.

## Which metal is this, and is linear screening adequate?

For free electrons of mass $m$, with Fermi wave number $k_F$,

$$
n=\frac{k_F^3}{3\pi^2},\quad E_F=\frac{\hbar^2k_F^2}{2m},\quad
g=\frac{dn}{dE_F}=\frac{3n}{2E_F}=\frac{mk_F}{\pi^2\hbar^2}.
$$

Inserting $g$ into $L^2$ and using the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$,

$$
L^2=\frac{\pi^2\varepsilon_0\hbar^2}{me^2k_F}=\frac{\pi a_0}{4k_F},
\qquad k_F=\frac{\pi a_0}{4L^2}=1.66\ \text{Å}^{-1}.
$$

This means $n=1.55\times10^{23}$ cm⁻³ and $E_F=10.5$ eV, a dense simple metal somewhat like aluminium.

Let $u=e\phi/E_F$. At constant Fermi level the local kinetic energy at the top of the filled levels is $E_F(1+u)$, so $\delta n=n[(1+u)^{3/2}-1]$. Since $1/L^2=3e^2n/(2\varepsilon_0E_F)$, Poisson's equation reads

$$
u''=\frac{2}{3L^2}\left[(1+u)^{3/2}-1\right].
$$

Multiply by $u'$ and integrate from the deep metal, where $u=u'=0$:

$$
L^2u'^2=\frac43\left\{\frac25\left[(1+u)^{5/2}-1\right]-u\right\}
=u^2\left(1+\frac u6+\dots\right).
$$

At the surface $L|u'|=eF_mL/E_F\equiv s$. Taking the square root gives $s=u(1+u/12+\dots)$, or $u=s(1-s/12+\dots)$. Here $s=0.00556$, and the drop changes by about $-27$ µV. Linear screening is thus adequate within the Thomas-Fermi model.

## What the three conditions are worth

In each comparison below, the silicon field stays at 1 MV/cm.

**Background polarization.** Let the ion cores have relative permittivity $\varepsilon_b$, with $g$ fixed. Gauss's law gives $F_m=\varepsilon_sF/\varepsilon_b$, while Poisson's equation gives the longer length $L_b=\sqrt{\varepsilon_b}\,L$. Therefore

$$
\phi(0)=F_mL_b=\frac{\varepsilon_sFL}{\sqrt{\varepsilon_b}} .
$$

For $\varepsilon_b=2$ the drop is 0.041 V. If instead 0.5 Å were the actual decay length $L_b$ of that metal, the drop would be $\varepsilon_sFL_b/\varepsilon_b=0.0585/2\approx0.029$ V. It matters which length has been specified.

**Interface states.** Metal wave functions have tails in the silicon gap, and defects add further levels. Put such states in the plane $x=0$, with density $D_i$ per area and energy, neutral at $F=0$. When the potential there rises by $\phi(0)$, their levels sink by $e\phi(0)$ and take up the charge $-e^2D_i\phi(0)$ per area. Gauss's law now gives

$$
\varepsilon_0F_m=\varepsilon_0\varepsilon_sF-e^2D_i\phi(0).
$$

Insert $F_m=\phi(0)/L$, multiply by $L/\varepsilon_0$, and collect the terms in $\phi(0)$:

$$
\phi(0)=\frac{\varepsilon_sFL}{1+e^2D_iL/\varepsilon_0}
=\frac{\varepsilon_sFL}{1+D_i/(gL)} .
$$

The second form uses $e^2/\varepsilon_0=1/(gL^2)$. The drop is halved when the interface has as many states per energy as a metal layer of thickness $L$:

$$
gL=(2.21\times10^{22})(0.5\times10^{-8})=1.1\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2}.
$$

| $D_i$ (eV⁻¹ cm⁻²) | drop (V) |
|---|---|
| $10^{13}$ | 0.054 |
| $10^{14}$ | 0.031 |
| $4\times10^{14}$ | 0.013 |

A numerical solution of Poisson's equation across 10 Å of silicon and 15 Å of metal, with 0.15 V applied, reproduces these values and the drops without interface states for $\varepsilon_b=1$ and 2, after linear scaling to 1 MV/cm. The relative tolerance was $2\times10^{-4}$.

**Local response.** The Fermi wavelength is 3.8 Å, much longer than $L$, so electrons cannot respond point by point as assumed. To estimate the consequence, let electrons reflect specularly at $x=0$ and continue $\phi$ evenly to $x<0$. The slope then jumps from $+F_m$ to $-F_m$ at the origin, which acts as a source:

$$
-\phi''=\frac{\rho_{\rm ind}}{\varepsilon_0}+2F_m\,\delta(x).
$$

If the electrons respond to this even potential as in the bulk, with dielectric function $\varepsilon(k)$, the Fourier transform obeys $k^2\varepsilon(k)\phi_k=2F_m$. Transforming back at $x=0$,

$$
\phi(0)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{2F_m}{k^2\varepsilon(k)}
=F_m\,\frac2\pi\int_0^\infty\frac{dk}{k^2\varepsilon(k)} .
$$

Thomas-Fermi screening has $k^2\varepsilon=k^2+L^{-2}$. The integral is then $\pi L/2$, and $\phi(0)=F_mL$ returns.

For independent quantum electrons, first-order perturbation theory mixes each occupied state $\mathbf p$ with $\mathbf p\pm\mathbf k$. The two admixtures contribute equally after summation over the Fermi sphere. With two spins, the density response to $e\phi_k$ is

$$
\chi(k)=4\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,\frac{1}{E_{\mathbf p+\mathbf k}-E_{\mathbf p}},
\qquad E_{\mathbf p+\mathbf k}-E_{\mathbf p}=\frac{\hbar^2(k^2+2\mathbf p\cdot\mathbf k)}{2m},
$$

taken as a principal value. Do the angular integral, divide by $g$, and set $t=p/k_F$ and $q=k/(2k_F)$:

$$
h(q)=\frac{\chi}{g}=\frac1{2q}\int_0^1t\ln\left|\frac{t+q}{t-q}\right|dt
=\frac12+\frac{1-q^2}{4q}\ln\left|\frac{1+q}{1-q}\right| .
$$

The last step is an integration by parts with $(t^2-q^2)/2$ as the antiderivative of $t$; the remaining integrand is the constant $q$. The function $h$ falls from 1 at $q=0$ to $1/2$ at $q=1$: short waves are screened less well. Using $k^2\varepsilon=k^2+h/L^2$ gives an effective length of 0.527 Å and a drop of 0.062 V, about 5% above the Thomas-Fermi value.

This 5% is not the whole effect of nonlocal response, because the estimate leaves out the interference of incoming and reflected electron waves. At a hard wall, this interference keeps electrons away from the surface, moves the screening charge deeper and can raise the drop by an amount comparable to the Thomas-Fermi value. The estimate also leaves out exchange and correlation, atomic structure, and the spill-out of electrons towards the silicon. The charge-depth formula shows how sensitive the answer is. Moving the mean charge 0.1 Å towards the silicon, with all of it still in $x>0$, lowers the drop by $0.117\times0.1\approx0.012$ V. For a real interface, even the single significant digit of 0.06 V is thus reliable only if the charge position is known to a few hundredths of an ångström.

## Beside a real contact

A field of 1 MV/cm arises naturally in a heavily doped Schottky contact. Take a rough band bending $V=0.6$ V and a fully depleted layer of width $W$ with donor density $N$. The field grows linearly from zero to $F$, so

$$
V=\frac{FW}{2},\quad W=\frac{2V}{F}=12\ \text{nm},\qquad
N=\frac{\varepsilon_0\varepsilon_sF}{eW}=5.4\times10^{18}\ \text{cm}^{-3}.
$$

This is a plausible doping, although low-resistance source and drain contacts are doped far more heavily. One assumption at risk is the absence of interface states. For an intimate metal-silicon contact, densities of order $10^{14}$ eV⁻¹ cm⁻² are a reasonable rough figure, and the table shows that such states, placed in the plane $x=0$, can reduce the drop to 0.03 V or 0.01 V. States that spread a few ångström into the silicon also screen the field there. This raises the band edge extrapolated from beyond them, against the lowering caused by the metal, and it can do so by as much as the remaining drop or more, which reverses the net shift. The value 0.06 V is therefore the Thomas-Fermi result for a contact without responding interface states. Surface effects left out of that model can change it by an amount comparable to the value itself.

On the silicon side, the band bending supplies 0.6 eV to an electron that enters from the metal, less than the gap of roughly 1.12 eV, so this energy alone cannot create an electron-hole pair. The donor density is 0.20 of the conduction band's effective density of states, so degeneracy is modest for an unperturbed band. The density is, however, above the metal-insulator transition of phosphorus-doped silicon, roughly $4\times10^{18}$ cm⁻³, so in the neutral bulk the donor levels form a band and the band edge is not sharp. The mean donor spacing of 5.7 nm is about half of $W$, however, and the real field must vary along the interface.

Electrons can also tunnel through the barrier. At the bulk band edge, the barrier a distance $z$ from the metal is $eV(1-z/W)^2$. For tunnelling mass $m_t$, the exponent of the transmission probability in the semiclassical approximation is

$$
\frac2\hbar\int_0^W\sqrt{2m_teV}\left(1-\frac zW\right)dz=\frac{W\sqrt{2m_teV}}{\hbar}.
$$

Along a cube axis of silicon, the rough masses 0.19 and 0.92 electron masses give 20.8 and 45.7. These values use band-edge masses at energies that reach the middle of the gap; a two-band dispersion lowers both by about 15%. The thermal exponent is $eV/k_BT=23.2$. For the light mass, tunnelling at the bulk band edge is thus already more likely than thermal emission over the top, and in this model most of the current tunnels. For electrons emitted by the metal at fixed $F$, the factor 9.6 still holds approximately: the whole barrier shifts rigidly against the metal's Fermi level, and near zero bias the electrons that cross come mainly from the thermal tail, about 0.2 eV above the bulk band edge. If reverse bias lifts the metal's Fermi level to that energy or higher, the factor falls well below 9.6. At fixed doping and bias, the lower band edge also reduces the band bending and the field, and with tunnelling the factor is then smaller.

For an ideal metal, image-force lowering would be about twice as large as the band-edge shift of 0.0585 eV. An electron at distance $z$ from an ideal metal has energy $-e^2/(16\pi\varepsilon_0\varepsilon_sz)-eFz$, measured from the band edge extrapolated to $z=0$. Setting the derivative to zero gives

$$
z_m=\sqrt{\frac{e}{16\pi\varepsilon_0\varepsilon_sF}}=0.555\ \text{nm},
$$

where the two terms are equal. The lowering is $2eFz_m=0.111$ eV. It should not simply be added to 0.0585 eV, because finite screening weakens the image force and, in the Thomas-Fermi model, even reverses it within a few ångström of the metal. The drop $\varepsilon_sFL$ equals that across an extra silicon layer of thickness $\varepsilon_sL=5.85$ Å, so for a distant electron the image plane lies that deep in the metal. This is about as large as $z_m$, so the ideal-metal lowering does not apply to the metal considered here. In the Thomas-Fermi model the attractive image force stays near or below 0.001 eV/Å, about a tenth of $eF$, so no image-force maximum forms at this field. This conclusion rests on using the bulk permittivity of silicon down to a few ångström from the metal.

The numerical output below lists the main values used here.

## Computed values

```
Silicon field: 1.00 MV/cm
Silicon relative permittivity: 11.7
Thomas-Fermi length: 0.50 angstrom
Field just inside metal: 11.70 MV/cm
Metal potential drop, formula: 0.0585 V
Metal potential drop, numerical: 0.0585 V
Drop if permittivity is forgotten: 0.0050 V
Screening charge: 1.036 uC/cm2
Screening electrons: 6.466e+12 1/cm2
Fermi wave number: 1.662 1/angstrom
Fermi wavelength: 3.78 angstrom
Metal electron density: 1.552e+23 1/cm3
Metal Fermi energy: 10.53 eV
Metal density of states: 2.211e+22 1/(eV cm3)
Drop / Fermi energy: 0.00556 (no unit)
Nonlinear drop: 0.05847 V
Nonlinear change: -27.0 microvolt
Background permittivity tried: 2.0 (no unit)
Drop with that background: 0.0414 V
Drop with 1e+13 states/(eV cm2): 0.0536 V
Drop with 1e+14 states/(eV cm2): 0.0307 V
Drop with 4e+14 states/(eV cm2): 0.0127 V
State density that halves drop: 1.105e+14 1/(eV cm2)
Lindhard mirror length: 0.5274 angstrom
Lindhard mirror drop: 0.0617 V
Drop change per 0.1 angstrom shift: 0.0117 V
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal / metal Fermi energy: 0.00246 (no unit)
Thermionic factor: 9.61 (no unit)
Band bending: 0.60 V
Rough silicon gap: 1.12 eV
Band bending / gap: 0.536 (no unit)
Donor density: 5.388e+18 1/cm3
Depletion width: 12.00 nm
Mean donor spacing: 5.70 nm
Band effective density: 2.744e+19 1/cm3
Donor / band density: 0.196 (no unit)
Image-force lowering: 0.1109 eV
Image-force maximum position: 0.555 nm
Light tunnelling mass: 0.19 electron masses
Heavy tunnelling mass: 0.92 electron masses
Light-mass tunnelling exponent: 20.76 (no unit)
Heavy-mass tunnelling exponent: 45.68 (no unit)
Thermal exponent: 23.21 (no unit)
```
